# Schrödinger–Poisson Iteration in Wide Accumulation Films: Instability and the Trellakis Predictor-Corrector: test program

```python
"""
Result under test: plain Schroedinger-Poisson iteration is unstable in wide
accumulation films, while the Trellakis predictor-corrector is locally stable.
V: electron potential energy (eV); z: depth (nm); A: -c d2/dz2, c = eps/e^2.
X: minus the density response to V; D: its local, frozen-orbital replacement.
rho: largest eigenvalue of A^-1 X, so a plain error is multiplied by -rho.
M = (A+D)^-1 (D-X): error matrix of the predictor-corrector.
r: quantum / geometric capacitance; a: D-weighted mean of 1-z/L.
Films have hard walls, a charged front (z=0) and a grounded back (z=L).
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from scipy.special import expit

MASS, EPS_R = 0.25, 12.0
KIN = sc.hbar**2 / (2 * MASS * sc.m_e) / sc.e * 1e18   # eV nm^2
G2D = 1 / (2 * np.pi * KIN)                            # 1/(eV nm^2)
C = EPS_R * sc.epsilon_0 / sc.e * 1e-9                 # 1/(eV nm)


def bulk_density(mu, kT):
    kmax = np.sqrt((max(mu, 0) + 40 * kT) / KIN)
    return G2D * kT / np.pi * quad(
        lambda k: np.logaddexp(0, (mu - KIN * k * k) / kT), 0, kmax,
        limit=200)[0]


def make_film(L, T=300.0, Nd=1e-4, sigma=0.01, h=0.5):
    n = int(round(L / h)) - 1
    kT = sc.k * T / sc.e
    A = C / h**2 * (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1))
    A[0, 0] = C / h**2
    source = -Nd * np.ones(n)
    source[0] -= (sigma + Nd * h / 2) / h
    mu = brentq(lambda m: bulk_density(m, kT) - Nd, -1.0, 1.0, xtol=1e-14)
    return SimpleNamespace(L=L, h=h, n=n, kT=kT, A=A, source=source, mu=mu,
                           z=h * np.arange(1, n + 1), Nd=Nd, sigma=sigma)


def states(film, V):
    t = KIN / film.h**2
    H = np.diag(2 * t + V) - t * (np.eye(film.n, k=1) + np.eye(film.n, k=-1))
    return eigh(H)


def filling(film, E):
    return G2D * film.kT * np.logaddexp(0, (film.mu - E) / film.kT)


def density(film, V):
    E, P = states(film, V)
    return P**2 @ filling(film, E) / film.h


def plain_step(film, V):
    return solve(film.A, density(film, V) + film.source, assume_a='pos')


def predictor_step(film, V_old, history=None):
    E, P = states(film, V_old)
    weight = P**2 / film.h
    V = V_old.copy()
    for _ in range(100):
        x = (film.mu - E[None, :] - (V - V_old)[:, None]) / film.kT
        n_pred = G2D * film.kT * (weight * np.logaddexp(0, x)).sum(axis=1)
        slope = G2D * (weight * expit(x)).sum(axis=1)
        change = solve(film.A + np.diag(slope),
                       n_pred + film.source - film.A @ V, assume_a='pos')
        V = V + change
        if history is not None:
            history.append(V.copy())
        if np.max(np.abs(change)) < 1e-11:
            return V
    raise AssertionError("inner Newton iteration did not converge")


def self_consistent(film, V):
    changes = []
    for _ in range(200):
        V_new = predictor_step(film, V)
        changes.append(np.max(np.abs(V_new - V)))
        V = V_new
        if changes[-1] < 1e-10:
            return V, changes
    raise AssertionError("predictor-corrector did not converge")


def response(film, V):
    E, P = states(film, V)
    N = filling(film, E)
    gap = E[None, :] - E[:, None]
    np.fill_diagonal(gap, 1.0)
    F = (N[:, None] - N[None, :]) / gap
    local = G2D * expit((film.mu - E) / film.kT)
    np.fill_diagonal(F, local)
    X = np.empty((film.n, film.n))
    for i in range(film.n):
        W = P * P[i]
        X[i] = np.sum(W * (W @ F), axis=1) / film.h
    return (X + X.T) / 2, P**2 @ local / film.h, E


def analyse(film, V):
    X, D, E = response(film, V)
    s, U = eigh(X, film.A)
    m, W = eigh(np.diag(D) - X, film.A + np.diag(D))
    r = film.L / C * film.h * D.sum()
    a = np.sum(D * (1 - film.z / film.L)) / D.sum()
    j = np.argmax(np.abs(m))
    return SimpleNamespace(X=X, D=D, E=E, rho=s[-1], m=m, factor=m[j], r=r,
                           a=a, u=U[:, -1] / np.max(np.abs(U[:, -1])),
                           w=W[:, j] / np.max(np.abs(W[:, j])))


def central(step, film, V, direction, eps=1e-5):
    return (step(film, V + eps * direction)
            - step(film, V - eps * direction)) / (2 * eps)


# Subband filling from direct integration of the in-plane energy.
ref = make_film(80.0)
direct = quad(lambda e: G2D * expit((ref.mu - 0.01 - e) / ref.kT), 0, 1.5,
              epsabs=1e-13, limit=200)[0]
assert abs(direct / filling(ref, 0.01) - 1) < 1e-7

print(f"mass {MASS} m_e, relative permittivity {EPS_R}, T 300 K")
print(f"donors {ref.Nd:.1e} nm^-3, front charge {ref.sigma} e/nm^2")
print(f"grid step {ref.h} nm, kT = {ref.kT:.5f} eV, mu = {ref.mu:.5f} eV")
print(f"hbar^2/2m = {KIN:.5f} eV nm^2, g = {G2D:.5f} 1/(eV nm^2)")
print(f"c = eps/e^2 = {C:.5f} 1/(eV nm)")
print(f"bulk Debye length = {np.sqrt(C * ref.kT / ref.Nd):.3f} nm")

# Width series; stability predictions against the real nonlinear maps.
results = {}
print("L(nm) r a | a^2r rho ar | PC factor, PC steps from V=0")
for L in (5.0, 20.0, 40.0, 80.0, 120.0):
    film = make_film(L)
    V, changes = self_consistent(film, np.zeros(film.n))
    q = analyse(film, V)
    results[L] = (film, V, changes, q)
    assert q.E[0] > film.mu
    assert q.a**2 * q.r <= q.rho <= q.a * q.r
    assert q.m[0] > -1e-10 and q.m[-1] < 1
    assert np.max(np.abs(q.X.sum(axis=1) - q.D)) < 1e-9 * q.D.max()
    got = central(plain_step, film, V, q.u)
    assert np.max(np.abs(got + q.rho * q.u)) < 1e-4 * max(1, q.rho)
    got = central(predictor_step, film, V, q.w)
    assert np.max(np.abs(got - q.factor * q.w)) < 1e-4
    trial, error, count = V + 1e-6 * q.u, 1e-6, 0
    while 1e-8 < error < 1e-2 and count < 1000:
        trial = plain_step(film, trial)
        error = np.max(np.abs(trial - V))
        count += 1
    assert (error >= 1e-2) == (q.rho > 1)
    assert (error <= 1e-8) == (q.rho < 1)
    print(f"{L:5.0f} {q.r:.3f} {q.a:.3f} | {q.a**2*q.r:.3f} {q.rho:.3f} "
          f"{q.a*q.r:.3f} | {q.factor:.4f}, {len(changes)}")
assert results[5.0][3].rho < 1 < results[20.0][3].rho
assert abs(results[120.0][3].factor / results[80.0][3].factor - 1) < 0.05

# In the thin film the plain method reaches the same solution.
film, V, _, _ = results[5.0]
trial = np.zeros(film.n)
for _ in range(100):
    trial = plain_step(film, trial)
assert np.max(np.abs(trial - V)) < 1e-8

# Onset of instability on half-nanometre thickness steps.
previous = None
for L in np.arange(5.0, 20.5, 0.5):
    film = make_film(L)
    V, _ = self_consistent(film, np.zeros(film.n))
    rho = analyse(film, V).rho
    if rho > 1:
        break
    previous = (L, rho)
assert previous is not None and rho > 1
print(f"last stable plain film: {previous[0]:.1f} nm, rho {previous[1]:.4f}")
print(f"first unstable plain film: {L:.1f} nm, rho {rho:.4f}")

# The 80 nm example.
film, V, changes, q = results[80.0]
n = density(film, V)
sheet = film.h * n.sum()
print("80 nm film:")
print(f"V at first grid point = {V[0]:.5f} eV")
print("lowest three subbands = " + ", ".join(f"{e:.5f}" for e in q.E[:3])
      + " eV")
print(f"electron sheet density = {sheet:.6f} nm^-2")
print(f"peak density = {n.max():.4e} nm^-3 at {film.z[n.argmax()]:.1f} nm")
print("PC changes (eV): " + ", ".join(f"{x:.2e}" for x in changes[:6]))

# Density response from its definition, for a generic smooth perturbation.
d = np.cos(0.11 * film.z) + 0.4 * np.sin(0.31 * film.z)
change_n = central(density, film, V, d)
assert np.max(np.abs(change_n + q.X @ d)) < 1e-5 * np.max(np.abs(q.X @ d))

# Inner Newton iterates increase after their first step.
history = []
predictor_step(film, np.zeros(film.n), history)
assert all(np.min(y - x) > -1e-10 for x, y in zip(history, history[1:]))
print(f"inner Newton steps in first predictor = {len(history)}")

# A different start: potential of the fixed charges without electrons.
bare = solve(film.A, film.source, assume_a='pos')
V_other, other_changes = self_consistent(film, bare)
assert np.max(np.abs(V_other - V)) < 1e-8
print(f"PC steps from bare-charge potential = {len(other_changes)}")

# Plain iteration from zero: bounded failure and its two-step repetition.
path = [np.zeros(film.n)]
for _ in range(30):
    path.append(plain_step(film, path[-1]))
N_max = film.h * density(film, bare).sum()
for x in path[2:]:
    assert np.min(x - bare) > -1e-8
    assert np.max(x - bare) <= film.L * N_max / C + 1e-8
one_step = np.max(np.abs(path[-1] - path[-2]))
two_step = np.max(np.abs(path[-1] - path[-3]))
assert one_step > 0.1 and two_step < 1e-6
print("plain front V, steps 1-4 (eV): "
      + ", ".join(f"{x[0]:.3f}" for x in path[1:5]))
print(f"late plain one-step change = {one_step:.3f} eV")
print(f"late plain two-step change = {two_step:.1e} eV")

# Best fixed mixing against the predictor-corrector, same small start error.
alpha = 2 / (2 + q.rho)
start = V + 1e-3 * (1 - film.z / film.L)
trial, damped = start.copy(), 0
while np.max(np.abs(trial - V)) > 1e-8 and damped < 1500:
    trial = trial + alpha * (plain_step(film, trial) - trial)
    damped += 1
assert np.max(np.abs(trial - V)) <= 1e-8
trial, pc_count = start.copy(), 0
while np.max(np.abs(trial - V)) > 1e-8 and pc_count < 100:
    trial = predictor_step(film, trial)
    pc_count += 1
assert np.max(np.abs(trial - V)) <= 1e-8
expected = np.log(1e5) / np.log((2 + q.rho) / q.rho)
assert abs(damped / expected - 1) < 0.2 and pc_count < damped / 5
print(f"mixing limit = {2/(1+q.rho):.5f}, best mixing = {alpha:.5f}")
print(f"best damped rate = {q.rho/(2+q.rho):.5f}")
print(f"steps from 1e-3 to 1e-8 eV: damped {damped}, PC {pc_count}")
print(f"damped step estimate = {expected:.1f}")

# Discretization check.
coarse, V_coarse, _, _ = results[40.0]
fine = make_film(40.0, h=0.25)
V_fine, _ = self_consistent(fine, np.zeros(fine.n))
shift = np.max(np.abs(V_fine[1::2] - V_coarse))
assert shift < 0.005
print(f"40 nm film, largest V change on halving grid = {shift:.2e} eV")

# Degenerate electrons: the general bounds must still hold.
cold = make_film(40.0, T=30.0, Nd=1e-3)
V_cold, cold_changes = self_consistent(cold, np.zeros(cold.n))
p = analyse(cold, V_cold)
assert p.E[0] < cold.mu
assert p.a**2 * p.r <= p.rho <= 2 * p.a * p.r
assert p.m[0] > -1 and p.m[-1] < 1
assert eigh(2 * np.diag(p.D) - p.X, eigvals_only=True)[0] > -1e-10
print("cold film: 40 nm, 30 K, donors 1.0e-03 nm^-3, same front charge")
print(f"cold mu = {cold.mu:.5f} eV, lowest subband = {p.E[0]:.5f} eV")
print(f"cold plain rho = {p.rho:.3f}")
print(f"cold PC factors from {p.m[0]:.5f} to {p.m[-1]:.5f}")
print(f"cold PC steps from V=0 = {len(cold_changes)}")
print("all good")
```

It prints:

```
mass 0.25 m_e, relative permittivity 12.0, T 300 K
donors 1.0e-04 nm^-3, front charge 0.01 e/nm^2
grid step 0.5 nm, kT = 0.02585 eV, mu = -0.08879 eV
hbar^2/2m = 0.15240 eV nm^2, g = 1.04433 1/(eV nm^2)
c = eps/e^2 = 0.66316 1/(eV nm)
bulk Debye length = 13.094 nm
L(nm) r a | a^2r rho ar | PC factor, PC steps from V=0
    5 0.112 0.528 | 0.031 0.049 0.059 | 0.0045, 5
   20 10.622 0.693 | 5.106 6.544 7.365 | 0.0417, 8
   40 29.297 0.729 | 15.572 19.147 21.359 | 0.0425, 8
   80 78.434 0.719 | 40.599 50.248 56.430 | 0.0426, 8
  120 145.430 0.693 | 69.775 88.493 100.734 | 0.0426, 8
last stable plain film: 9.0 nm, rho 0.9821
first unstable plain film: 9.5 nm, rho 1.1780
80 nm film:
V at first grid point = -0.11610 eV
lowest three subbands = -0.05596, -0.02677, -0.01258 eV
electron sheet density = 0.017794 nm^-2
peak density = 1.5904e-03 nm^-3 at 3.0 nm
PC changes (eV): 1.14e-01, 2.25e-03, 5.65e-05, 2.14e-06, 8.75e-08, 3.66e-09
inner Newton steps in first predictor = 8
PC steps from bare-charge potential = 7
plain front V, steps 1-4 (eV): -1.223, 1866.536, -1.681, 3558.148
late plain one-step change = 3559.830 eV
late plain two-step change = 0.0e+00 eV
mixing limit = 0.03903, best mixing = 0.03828
best damped rate = 0.96172
steps from 1e-3 to 1e-8 eV: damped 293, PC 3
damped step estimate = 295.0
40 nm film, largest V change on halving grid = 1.62e-04 eV
cold film: 40 nm, 30 K, donors 1.0e-03 nm^-3, same front charge
cold mu = 0.01419 eV, lowest subband = -0.00463 eV
cold plain rho = 109.560
cold PC factors from -0.00192 to 0.16906
cold PC steps from V=0 = 12
all good
```
